# Error bounds for static treatment of empty bands in phonon-induced shifts: verification in Python

```python
# Allen-Heine-Cardona shift: active bands m<=M dynamical, excluded empty bands by a static
# Sternheimer solve (H-eps_n+alpha P) phi = -Q W psi_n.  Hartree units.
# Per phonon mode (frequency w, N=2 n_B+1, Delta = gap from eps_n to band M+1, x=w/Delta):
#   dyn = dynamical Fan term of excluded bands, S = N<W psi|phi>, C = w<phi|phi>
#   -x^2/(1-x^2)|S| <= dyn-S <= x/(N(1+x))|S| ;  -x^2/(1-x^2)|S+C| <= dyn-S-C <= 0.
# Model: diatomic chain, wells -A exp(-|x|/sig), rigid ions, plane waves, one filled band.
import numpy as np, sympy as sp
from scipy import constants as sc
HA = sc.physical_constants['Hartree energy in eV'][0]; MEV = 1e3*HA
AMU = sc.atomic_mass/sc.m_e; KB = sc.k/sc.e/HA

def fan(g2, de, w, nb, f, eta=0.0):   # real part; de = eps_n - eps_m
    re = lambda d: d/(d*d + eta*eta)
    return g2*((nb+f)*re(de+w) + (nb+1-f)*re(de-w))

# exact per-band identity, scalar bounds, golden-ratio threshold
Ds, ws, ns = sp.symbols('D w n', positive=True)
assert sp.cancel(-(ns/(Ds-ws)+(ns+1)/(Ds+ws)) - (-(2*ns+1)/Ds+ws/Ds**2)/(1-ws**2/Ds**2)) == 0
rng = np.random.default_rng(1)
xs = rng.uniform(1e-3, 0.99, 20000); nbs = 10**rng.uniform(-4, 4, 20000)
rel = (fan(1, -1.0, xs, nbs, 0)+2*nbs+1)/(2*nbs+1)
assert np.all(rel <= xs/((2*nbs+1)*(1+xs))+1e-12) and np.all(rel >= -xs**2/(1-xs**2)-1e-12)
xg = (5**.5-1)/2
assert np.all(np.abs(rel[xs < xg]) <= xs[xs < xg])
r07 = (fan(1, -1.0, 0.7, 1e3, 0)+2001)/2001
assert abs(r07) > 0.7
print(f"threshold x = {xg:.4f}; relative error at x=0.7, nB=1000: {r07:.4f}")

# Fan formula against many-body diagonalization (4 levels, 2 filled, one boson)
lev = np.array([-1.0, -0.6, 0.5, 1.3]); w0 = 0.15; lam = 5e-4; nbos = 7
gm = np.array([[0, .4, .7, .3], [.4, 0, .5, .6], [.7, .5, 0, .8], [.3, .6, .8, 0]])
def cop(i):
    ops = [np.diag([1., -1.])]*i + [np.array([[0., 1.], [0., 0.]])] + [np.eye(2)]*(3-i)
    out = np.eye(1)
    for o in ops: out = np.kron(out, o)
    return out
cs = [cop(i) for i in range(4)]; bo = np.diag(np.sqrt(np.arange(1., nbos)), 1)
Hmb = (np.kron(sum(lev[i]*cs[i].T@cs[i] for i in range(4)), np.eye(nbos))
       + np.kron(np.eye(16), w0*bo.T@bo)
       + lam*np.kron(sum(gm[i, j]*cs[i].T@cs[j] for i in range(4) for j in range(4)), bo+bo.T))
num = np.repeat([bin(i).count('1') for i in range(16)], nbos)
def level(occ, n):
    idx = sum(1 << (3-i) for i in occ)*nbos + n
    sel = np.where(num == len(occ))[0]
    e, v = np.linalg.eigh(Hmb[np.ix_(sel, sel)])
    return e[np.argmax(np.abs(v[list(sel).index(idx)]))]
worst = 0
for n in (0, 1, 2):
    for s, val in ((2, level([0, 1, 2], n)-level([0, 1], n)), (1, level([0, 1], n)-level([0], n))):
        t = fan(gm[s]**2, lev[s]-lev, w0, n, np.array([1, 1, 0, 0]))
        worst = max(worst, abs((val-lev[s])/lam**2-t.sum())/np.abs(t).sum())
assert worst < 1e-3
print(f"Fan formula vs many-body diagonalization: rel. dev. {worst:.1e}")

# chain
a, Aw, sig, tau = 8.0, [1.0, 0.6], 0.5, [0.0, 4.0]
mu = np.array([10.0, 20.0]); Ma = mu*AMU; K = 0.05; wpin = 10/MEV; eta = 5/MEV
NG, Nq = 50, 200; G1 = 2*np.pi/a; G = G1*np.arange(-NG, NG+1); nb_tot = len(G); k0 = np.pi/a
print(f"a={a} bohr, A={Aw} Ha, sigma={sig} bohr, tau={tau} bohr")
print(f"masses={list(map(float, mu))} u, K={K} Ha/bohr^2, pinning={wpin*MEV:.1f} meV")
print(f"plane waves={nb_tot}, q points={Nq}, eta={eta*MEV:.1f} meV, 1 Ha={HA:.4f} eV")
vt = lambda j, p: -2*Aw[j]*sig/(1+(sig*p)**2)
dG = G[:, None]-G[None, :]
V = sum(vt(j, dG)*np.exp(-1j*dG*tau[j])/a for j in (0, 1))
ham = lambda k: V+np.diag((k+G)**2/2)
def bvec(q, c):   # columns W_kappa(q) psi
    p = q+dG
    return np.array([(-1j*p*vt(j, p)*np.exp(-1j*p*tau[j])/a)@c for j in (0, 1)]).T
def phon(q):
    off = -K*(1+np.exp(-1j*q*a))/np.sqrt(Ma[0]*Ma[1])
    w2, e = np.linalg.eigh(np.array([[2*K/Ma[0], off], [np.conj(off), 2*K/Ma[1]]]))
    return np.sqrt(w2+wpin**2), e
def stern(H, eps, ea, Ua, b):   # sees active eigenpairs only
    Am = H-eps*np.eye(len(H))+(eps-ea[0]+1.0)*Ua@Ua.conj().T
    phi = np.linalg.solve(Am, -(b-Ua@(Ua.conj().T@b)))
    return b.conj().T@phi, phi.conj().T@phi
H0 = ham(k0); e0, U0 = np.linalg.eigh(H0)
print(f"eps_v={e0[0]:.5f} Ha, eps_c={e0[1]:.5f} Ha, gap={(e0[1]-e0[0])*HA:.3f} eV")
halfU = np.array([[0.5*(U0[:, n].conj()@(-dG**2*vt(j, dG)*np.exp(-1j*dG*tau[j])/a)@U0[:, n]).real
                   for j in (0, 1)] for n in (0, 1)])
Ms = [2, 4, 8, 16, 32]; Ts = [0.0, 300.0]; dwrest = {}; dwasr = {}
for n in (0, 1):   # Debye-Waller from translation invariance vs direct second derivative
    b = bvec(0.0, U0[:, n])
    for M in Ms:
        F = stern(H0, e0[n], e0[:M], U0[:, :M], b)[0]
        m = [i for i in range(M) if i != n]; g = U0[:, m].conj().T@b
        Fa = g.conj().T@(g/(e0[n]-e0[m])[:, None])
        dwrest[n, M] = -F.real.sum(1); dwasr[n, M] = -(F+Fa).real.sum(1)
        assert np.allclose(dwasr[n, M], halfU[n], rtol=1e-8, atol=1e-10)
    print(f"state {'vc'[n]}: <U_A>/2={halfU[n,0]:.5f}, <U_B>/2={halfU[n,1]:.5f} Ha/bohr^2")

# frozen phonon in a three-cell supercell vs active static sum + Sternheimer + DW
q3 = G1/3; xi = phon(q3)[1][:, 1]; Ps = np.concatenate([k0+G, k0+q3+G, k0-q3+G])
dp = Ps[:, None]-Ps[None, :]
def esup(s):
    H = np.diag(Ps**2/2).astype(complex)
    for j in (0, 1):
        for l in range(3):
            H += vt(j, dp)*np.exp(-1j*dp*(l*a+tau[j]+2*s*(xi[j]*np.exp(1j*q3*l*a)).real))/(3*a)
    return np.linalg.eigvalsh(H)[2:4]
s = 1e-3; fd = (esup(s)+esup(-s)-2*esup(0.0))/(2*s*s)
for n in (0, 1):
    fs = 0.0
    for q, z in ((q3, xi), (-q3, xi.conj())):
        H = ham(k0+q); e, U = np.linalg.eigh(H); b = bvec(q, U0[:, n])
        fs += (z.conj()@stern(H, e0[n], e[:4], U[:, :4], b)[0]@z).real
        fs += np.sum(np.abs(U[:, :4].conj().T@b@z)**2/(e0[n]-e[:4]))
    dw = 2*np.abs(xi)**2@halfU[n]
    assert abs(fd[n]-fs-dw) < 1e-4*(abs(fs)+abs(dw))
    print(f"frozen phonon {'vc'[n]}: supercell {fd[n]:.6f}, formula {fs+dw:.6f} Ha/bohr^2")

# rigid translation: static total vanishes, dynamical total does not
w, ev = phon(0.0); w = w[0]; z = ev[:, 0]/np.sqrt(2*Ma*w)
assert abs(w-wpin) < 1e-9 and abs(z[0]-z[1]) < 1e-9
b = bvec(0.0, U0[:, 0]); F, O = stern(H0, e0[0], e0[:1], U0[:, :1], b)
g2 = np.abs(U0.conj().T@b@z)**2; dw = np.abs(z)**2@halfU[0]
stat = (z.conj()@F@z).real+dw; dyn = fan(g2[1:], e0[0]-e0[1:], w, 0, 0).sum()+dw
pr = np.abs(U0[:, 0])**2; varp = pr@(k0+G)**2-(pr@(k0+G))**2; C = w*(z.conj()@O@z).real
assert g2[0] < 1e-16 and abs(stat) < 1e-6*dyn and abs(C-varp/(2*Ma.sum())) < 1e-8*C
assert abs(dyn-C) < C*w/(e0[1]-e0[0])
print(f"translation, T=0: DW={dw*MEV:.3f}, static total={abs(stat)*MEV:.6f}, dynamic={dyn*MEV:.5f} meV")
print(f"  Var(p)={varp:.5f} bohr^-2, Var(p)/2Mtot={varp/(2*Ma.sum())*MEV:.5f} meV, x={w/(e0[1]-e0[0]):.2e}")

# conjugate gradients in Q and the quadratic solver error
q = 0.3*G1; H = ham(k0+q); e, U = np.linalg.eigh(H); Ua = U[:, :4]; b = bvec(q, U0[:, 1])
Fex = stern(H, e0[1], e[:4], Ua, b)[0][1, 1].real; b = b[:, 1]
Q = lambda v: v-Ua@(Ua.conj().T@v); Aop = lambda v: Q(H@v-e0[1]*v); its = []
for d in ((k0+q+G)**2/2+1, np.ones(nb_tot)):
    x = 0*b; r = -Q(b); zz = Q(r/d); p = zz; rz = np.vdot(r, zz).real; it = 0
    while np.linalg.norm(r) > 1e-8 and it < 2000:
        Ap = Aop(p); al = rz/np.vdot(p, Ap).real; x = x+al*p; r = r-al*Ap; it += 1
        err = np.vdot(x, Aop(x)).real+2*np.vdot(x, b).real-Fex
        assert -1e-12 <= err <= np.linalg.norm(-Q(b)-Aop(x))**2/(e[4]-e0[1])+1e-12
        zz = Q(r/d); rn = np.vdot(r, zz).real; p = zz+rn/rz*p; rz = rn
    assert abs(err) < 1e-12; its.append(it)
assert its[0] < its[1]
print(f"CG (c, atom B, M=4, q=0.3G): F={Fex:.6f} Ha/bohr^2, iterations {its[0]} precond., {its[1]} plain")

# full zone sums
keys = 'act S C dyn up lo rb dw dwr'.split()
R = {(n, M, T): dict.fromkeys(keys, 0.0) for n in (0, 1) for M in Ms for T in Ts}
ref = {(n, T): 0.0 for n in (0, 1) for T in Ts}; dmin = {k: 1e9 for k in dwrest}
occ = np.zeros(nb_tot); occ[0] = 1; etam = np.zeros(nb_tot); etam[:2] = eta
tail = {20: 0.0, 40: 0.0}; wmax = 0
for q in G1*((np.arange(Nq)+0.5)/Nq-0.5):
    H = ham(k0+q); e, U = np.linalg.eigh(H); wq, ev = phon(q); wmax = max(wmax, wq[1])
    assert e[0] < e0[0] and e[1] > e0[1]
    for n in (0, 1):
        b = bvec(q, U0[:, n]); g = U.conj().T@b
        if n == 0:
            for M in tail: tail[M] += np.sum(np.abs(g[M:, 0])**2/(e[M:]-e0[0]))/Nq
        sol = {M: stern(H, e0[n], e[:M], U[:, :M], b) for M in Ms}
        for nu in (0, 1):
            w = wq[nu]; z = ev[:, nu]/np.sqrt(2*Ma*w); g2 = np.abs(g@z)**2
            for T in Ts:
                nb = 1/np.expm1(w/(KB*T)) if T > 0 else 0.0
                N = 2*nb+1; t = fan(g2, e0[n]-e, w, nb, occ, etam); wt = N*np.abs(z)**2
                ref[n, T] += (t.sum()+wt@halfU[n])/Nq
                for M in Ms:
                    F, O = sol[M]; De = e[M]-e0[n]; x = w/De; dmin[n, M] = min(dmin[n, M], De)
                    S = N*(z.conj()@F@z).real; C = w*(z.conj()@O@z).real; dyn = t[M:].sum()
                    up = x/(N*(1+x))*abs(S); lo = x*x/(1-x*x)*abs(S); rb = x*x/(1-x*x)*abs(S+C)
                    sl = 1e-10*abs(S)
                    assert abs(S+N*np.sum(g2[M:]/(e[M:]-e0[n]))) < sl
                    assert -lo-sl <= dyn-S <= up+sl and -rb-sl <= dyn-S-C <= sl
                    vals = (t[:M].sum(), S, C, dyn, up, lo, rb, wt@dwasr[n, M], wt@dwrest[n, M])
                    for kk, vv in zip(keys, vals): R[n, M, T][kk] += vv/Nq
u2 = abs(U0[:, 0]@np.exp(1j*(k0+G)*tau[0]))**2; dev = {}
for M in tail:
    law = (2*Aw[0]/(sig*a))**2*u2*(2*a/(3*np.pi))*((M*np.pi/a)**-3-.5*(NG*G1)**-3-.5*((NG+1)*G1)**-3)
    dev[M] = abs(tail[M]/law-1)
    print(f"tail -F_AA (v) M={M}: sum {tail[M]:.4e}, law with basis edge {law:.4e} Ha/bohr^2")
assert dev[40] < 0.05 and dev[40] < dev[20]
print(f"|u_v(tau_A)|^2={u2:.4f}, omega_max={wmax*MEV:.2f} meV")
for n in (0, 1):
    print(f"Delta_{'vc'[n]} (Ha), M={Ms}: "+" ".join(f"{dmin[n,M]:.3f}" for M in Ms))
    print(f"omega_max/Delta_{'vc'[n]}: "+" ".join(f"{wmax/dmin[n,M]:.2e}" for M in Ms))
print("meV: M | S | err trunc Fan | err trunc Fan+DW | delta | C | upper | x|S| | rem | rem bound")
for T in Ts:
    for n in (0, 1):
        print(f"T={T:.0f} K {'vc'[n]}: DW={R[n,2,T]['dw']*MEV:.3f}, full dynamical shift={ref[n,T]*MEV:.4f} meV")
        for M in Ms:
            r = R[n, M, T]; de = r['dyn']-r['S']; crude = wmax/dmin[n, M]*abs(r['S'])
            assert abs(ref[n, T]-(r['act']+r['S']+r['dw'])) <= crude
            assert abs(ref[n, T]-(r['act']+r['S']+r['dw'])-de) < 1e-10
            row = (r['S'], -r['dyn'], -r['dyn']-r['dwr'], de, r['C'], r['up'], crude, de-r['C'], r['rb'])
            print(f"{M:2d} "+" ".join(f"{v*MEV:.3e}" for v in row))
        assert abs(r['dyn']+r['dwr']) < 0.3*abs(r['dyn'])   # joint truncation cancels the leading tail
    v, c = R[0, 4, T], R[1, 4, T]; tot = lambda r: r['act']+r['S']+r['dw']
    print(f"T={T:.0f} K M=4 active Fan: v {v['act']*MEV:.4f}, c {c['act']*MEV:.4f} meV")
    print(f"T={T:.0f} K gap shift: full {(ref[1,T]-ref[0,T])*MEV:.4f}, M=4 static {(tot(c)-tot(v))*MEV:.4f},"
          f" +C {(tot(c)+c['C']-tot(v)-v['C'])*MEV:.4f} meV")
    print(f"  M=4 gap error interval: [{-(c['lo']+v['up'])*MEV:.4f}, {(c['up']+v['lo'])*MEV:.4f}] meV")
print("success")
```

Running it gives:

```
threshold x = 0.6180; relative error at x=0.7, nB=1000: -0.9601
Fan formula vs many-body diagonalization: rel. dev. 4.8e-07
a=8.0 bohr, A=[1.0, 0.6] Ha, sigma=0.5 bohr, tau=[0.0, 4.0] bohr
masses=[10.0, 20.0] u, K=0.05 Ha/bohr^2, pinning=10.0 meV
plane waves=101, q points=200, eta=5.0 meV, 1 Ha=27.2114 eV
eps_v=-0.22686 Ha, eps_c=-0.09750 Ha, gap=3.520 eV
state v: <U_A>/2=0.21389, <U_B>/2=-0.00775 Ha/bohr^2
state c: <U_A>/2=-0.02242, <U_B>/2=0.07681 Ha/bohr^2
frozen phonon v: supercell 0.003277, formula 0.003277 Ha/bohr^2
frozen phonon c: supercell -0.002188, formula -0.002188 Ha/bohr^2
translation, T=0: DW=139.560, static total=0.000000, dynamic=0.06738 meV
  Var(p)=0.27122 bohr^-2, Var(p)/2Mtot=0.06748 meV, x=2.84e-03
CG (c, atom B, M=4, q=0.3G): F=-0.033902 Ha/bohr^2, iterations 9 precond., 115 plain
tail -F_AA (v) M=20: sum 2.9996e-03, law with basis edge 3.2373e-03 Ha/bohr^2
tail -F_AA (v) M=40: sum 3.7515e-04, law with basis edge 3.8248e-04 Ha/bohr^2
|u_v(tau_A)|^2=3.7244, omega_max=78.70 meV
Delta_v (Ha), M=[2, 4, 8, 16, 32]: 0.456 1.316 4.981 19.780 79.009
omega_max/Delta_v: 6.34e-03 2.20e-03 5.81e-04 1.46e-04 3.66e-05
Delta_c (Ha), M=[2, 4, 8, 16, 32]: 0.327 1.186 4.852 19.651 78.879
omega_max/Delta_c: 8.84e-03 2.44e-03 5.96e-04 1.47e-04 3.67e-05
meV: M | S | err trunc Fan | err trunc Fan+DW | delta | C | upper | x|S| | rem | rem bound
T=0 K v: DW=95.967, full dynamical shift=-0.6122 meV
 2 -9.042e+01 9.029e+01 2.428e+00 1.355e-01 1.360e-01 2.666e-01 5.730e-01 -4.433e-04 1.127e-03
 4 -4.878e+01 4.875e+01 2.129e+00 2.947e-02 2.950e-02 5.095e-02 1.072e-01 -3.362e-05 7.464e-05
 8 -1.475e+01 1.475e+01 2.452e-01 2.651e-03 2.652e-03 4.300e-03 8.563e-03 -8.182e-07 1.746e-06
16 -2.596e+00 2.596e+00 1.074e-02 1.251e-04 1.251e-04 2.001e-04 3.796e-04 -9.985e-09 2.140e-08
32 -3.455e-01 3.455e-01 3.194e-04 4.350e-06 4.350e-06 6.860e-06 1.265e-05 -8.796e-11 1.887e-10
T=0 K c: DW=16.918, full dynamical shift=0.8565 meV
 2 -2.488e+01 2.485e+01 -1.810e-01 3.195e-02 3.205e-02 6.153e-02 2.200e-01 -9.492e-05 2.331e-04
 4 -1.209e+01 1.208e+01 4.525e-01 5.279e-03 5.283e-03 8.988e-03 2.947e-02 -4.515e-06 9.834e-06
 8 -3.447e+00 3.447e+00 -6.619e-03 4.110e-04 4.111e-04 6.616e-04 2.055e-03 -8.450e-08 1.832e-07
16 -5.796e-01 5.796e-01 -3.571e-03 1.818e-05 1.818e-05 2.902e-05 8.530e-05 -9.576e-10 2.083e-09
32 -7.589e-02 7.589e-02 -1.890e-04 6.208e-07 6.208e-07 9.790e-07 2.783e-06 -8.361e-12 1.805e-11
T=0 K M=4 active Fan: v -47.8274, c -3.9770 meV
T=0 K gap shift: full 1.4687, M=4 static 1.4929, +C 1.4687 meV
  M=4 gap error interval: [-0.0510, 0.0091] meV
T=300 K v: DW=222.066, full dynamical shift=-0.5957 meV
 2 -2.086e+02 2.085e+02 3.608e+00 1.354e-01 1.360e-01 2.666e-01 1.322e+00 -5.465e-04 1.384e-03
 4 -1.113e+02 1.113e+02 2.777e+00 2.946e-02 2.950e-02 5.095e-02 2.447e-01 -4.131e-05 9.160e-05
 8 -3.411e+01 3.410e+01 3.299e-01 2.651e-03 2.652e-03 4.300e-03 1.980e-02 -1.014e-06 2.156e-06
16 -6.035e+00 6.035e+00 1.542e-02 1.251e-04 1.251e-04 2.001e-04 8.824e-04 -1.241e-08 2.652e-08
32 -8.041e-01 8.041e-01 4.828e-04 4.350e-06 4.350e-06 6.860e-06 2.943e-05 -1.093e-10 2.342e-10
T=300 K c: DW=52.336, full dynamical shift=0.8768 meV
 2 -6.985e+01 6.982e+01 2.827e-01 3.190e-02 3.205e-02 6.153e-02 6.178e-01 -1.504e-04 3.603e-04
 4 -3.329e+01 3.328e+01 7.291e-01 5.276e-03 5.283e-03 8.988e-03 8.115e-02 -6.966e-06 1.503e-05
 8 -9.655e+00 9.654e+00 2.057e-02 4.110e-04 4.111e-04 6.616e-04 5.755e-03 -1.356e-07 2.872e-07
16 -1.628e+00 1.628e+00 -2.572e-03 1.818e-05 1.818e-05 2.902e-05 2.396e-04 -1.530e-09 3.278e-09
32 -2.129e-01 2.129e-01 -1.639e-04 6.208e-07 6.208e-07 9.790e-07 7.806e-06 -1.324e-11 2.841e-11
T=300 K M=4 active Fan: v -111.3553, c -18.1796 meV
T=300 K gap shift: full 1.4725, M=4 static 1.4967, +C 1.4724 meV
  M=4 gap error interval: [-0.0510, 0.0091] meV
success
```
